Why Fourier Phases Matter for Nearly Free Electrons at K

**Q:** I say that a weak periodic potential affects the bands through the magnitudes |V_G| alone. At a zone boundary two plane waves mix, and the gap is 2|V_G|. The phase of V_G tells me where the potential sits, and moving a crystal cannot change its energies. Why should I ever need the phases?

**A:** Your calculation is right for two waves. Take atomic units, an electron of effective mass m, no spin, and a real potential with zero mean,

V(r) = Σ_G V_G exp(iG·r), V_(−G) = V_G*.

Two waves of equal free energy E₀, coupled by V_G, have shifts x = E − E₀ that obey

x² − V_G V_G* = 0, so x = ±|V_G|.

The phase cancels because the determinant contains only the trip from one wave to the other and straight back. With three mutually coupled waves there is another closed trip, once round the triangle. The corner K of the triangular lattice's zone has three such waves.

**Q:** Then set them up. I still expect a change of origin to remove their phases.

**A:** For lattice constant a, the waves k₁, k₂, k₃ have length K = 4π/(3a), lie 120° apart and sum to zero. Their common free energy is E₀ = K²/(2m). With indices counted modulo 3, define

G_n = k_(n+1) − k_n, G₁ + G₂ + G₃ = 0,
V_n ≡ V_(G_n) = |V_n| exp(iθ_n).

Now describe the same potential from an origin moved by d, V′(r) = V(r + d). Each component gains a factor exp(iG_n·d), so

θ_n′ = θ_n + G_n·d.

The two components of d can set two of the phases to any values. The sum of all three does not respond:

Φ ≡ θ₁ + θ₂ + θ₃,
Φ′ = Φ + (G₁ + G₂ + G₃)·d = Φ.

This triplet phase is defined modulo 2π, as any phase is. Your argument about moving the crystal shows that energies cannot depend on the separate θ_n. It does not exclude Φ.

**Q:** Granted that Φ survives, does it enter the energies at K, and at what order?

**A:** At first order. The coupling from k_n to k_(n+1) is V_n. After subtracting E₀, the matrix in the order k₁, k₂, k₃ is

| 0  V₁*  V₃ |
| V₁  0  V₂* |
| V₃*  V₂  0 |

Subtract x on the diagonal and expand the determinant:

−x³ + x(|V₁|² + |V₂|² + |V₃|²) + V₁V₂V₃ + V₁*V₂*V₃* = 0.

The terms in x are the there-and-back trips. The last two are the triangle taken in its two senses, and they add to 2|V₁V₂V₃| cos Φ. Hence

x³ − x Σ|V_n|² − 2|V₁V₂V₃| cos Φ = 0.

Put S² = Σ|V_n|²/3 and try x = 2S cos α. The first two terms become

8S³cos³α − 6S³cos α = 2S³(4cos³α − 3cos α) = 2S³cos 3α,

so the equation is solved if

cos 3α = |V₁V₂V₃| cos Φ / S³.

A real α exists because the geometric mean of the |V_n|² cannot exceed their arithmetic mean, which gives |V₁V₂V₃| ≤ S³. Adding 2π/3 to α leaves cos 3α unchanged, so the three roots are 2S cos(α + 2πj/3), with j = 0, 1, 2.

If the magnitudes are equal, as threefold symmetry requires, then S = |V| and cos 3α = cos Φ. We may take α = φ ≡ Φ/3:

E_j = E₀ + 2|V| cos(φ + 2πj/3).

Changing Φ by 2π changes φ by 2π/3, which merely relabels the levels. So φ is fixed modulo 2π/3, while Φ is fixed modulo 2π.

**Q:** The algebra is clear, but what does the phase do physically?

**A:** It sets the potential at the places where the three states concentrate. Choose d so that θ₁ and θ₂ both become φ; two conditions fix two components. Since the sum is still 3φ, θ₃ becomes φ as well. The origin is now a threefold point of the first-shell potential. Each cell has three such points r_j, at which every G_n·r_j equals 2πj/3 modulo 2π. There

V(r_j) = 2|V| Σ_n cos(G_n·r_j + φ) = 6|V| cos(φ + 2πj/3).

Comparison with the levels gives

E_j − E₀ = V(r_j)/3.

The eigenstates explain this. Try amplitudes c_n = exp(−2πijn/3)/√3. Row n of the matrix gives

V_(n−1)c_(n−1) + V_n*c_(n+1) = |V|[exp(iφ + 2πij/3) + exp(−iφ − 2πij/3)]c_n,

which is the required shift times c_n. At r_l, successive waves in this state differ in phase by 2π(l − j)/3. They add fully at l = j and cancel at the other two points. With mean density 1, the density is therefore 3 at r_j and zero at the others:

ρ_j(r) = 1 + (1/3) Σ_G exp[iG·(r − r_j)],

with G running over the six first-shell vectors. Averaging Vρ_j over the cell gives (1/3) Σ_G V_G exp(iG·r_j), which is V(r_j)/3. The magnitudes alone do not tell you the potential at the three points.

**Q:** Many crystals have inversion symmetry. With the origin at an inversion centre all V_G are real. Surely the phase is then harmless?

**A:** A real number can still be negative. Inversion makes V₁V₂V₃ real, so Φ is 0 or π, and the two cases differ. For equal magnitudes:

Φ = 0: shifts −|V|, −|V|, +2|V|;
Φ = π: shifts −2|V|, +|V|, +|V|.

The doublet is below the singlet in the first case and above it in the second. Reversing the sign of the whole potential changes Φ by 3π, equivalent to π, and so exchanges the cases.

Between them, for 0 ≤ Φ ≤ π, the top, middle and bottom shifts are 2|V| times cos φ, cos(φ − 2π/3) and cos(φ + 2π/3). The identity cos A − cos B = −2 sin[(A+B)/2] sin[(A−B)/2] gives

lower splitting = 4|V| sin φ sin(2π/3) = 2√3|V| sin φ,
upper splitting = 4|V| sin(π/3 − φ) sin(π/3) = 2√3|V| sin(π/3 − φ).

Neither vanishes strictly between the end points. Unequal magnitudes also split the doublet at K: then |V₁V₂V₃| < S³, so |cos 3α| < 1 even at Φ = 0 or π. That need not separate the bands: with inversion symmetry and slightly unequal magnitudes, the crossing only moves to a nearby wave vector.

At the opposite corner K′ all the wave vectors change sign, so Φ becomes −Φ. The levels are the same because they depend on cos Φ.

**Q:** You have kept three plane waves. Could the others undo this?

**A:** Not if |V| is small compared with E₀. Keep equal magnitudes and only the first shell of V. Besides its two partners, k_n couples to two waves of the form −2k_l, with energy 4E₀, and two of the form 2k_n − k_l, with energy 7E₀. Second-order perturbation theory divides by E₀ minus these energies, so each diagonal element shifts by

−2|V|²/(3E₀) − 2|V|²/(6E₀) = −|V|²/E₀.

The waves k_n and k_(n+1) also share one distant neighbour, −2k_(n−1). The two steps through it are −G_(n+1) and −G_(n−1), each with coupling |V|exp(−iφ). The effective coupling becomes

t = |V|exp(iφ) − |V|²exp(−2iφ)/(3E₀).

The level shift from t is 2 Re[t exp(2πij/3)]. Write x_j = φ + 2πj/3 and use exp(2πij/3) = exp(−4πij/3) in the second term:

E_j = E₀ + 2|V|cos x_j − |V|²/E₀ − [2|V|²/(3E₀)]cos 2x_j.

I compared this with a many-wave diagonalization at six values of Φ from 0 to π. Halving |V| from 0.01E₀ to 0.005E₀ reduced the largest error by a factor of 8.02, as expected for a remainder cubic in |V|.

**Q:** At least the edge midpoint M is a two-wave crossing. Is my rule safe there?

**A:** At first order, yes. The waves ±G₁/2 have energy E_M = 3E₀/4 and direct coupling V₁. They are also joined through ±(G₂ − G₃)/2, both at energy 3E_M. Each route uses −G₂ and −G₃ in some order and has denominator −2E_M. Together they give

V_eff = V₁ − V₂*V₃*/E_M.

For equal magnitudes the two diagonal shifts are equal, so the gap is 2|V_eff|. Taking out V₁ leaves

gap = 2|V| |1 − (|V|/E_M)exp(−iΦ)| ≈ 2|V|[1 − (|V|/E_M)cos Φ].

The phase is a correction at M and a leading effect at K.

**Q:** Show me potentials with equal magnitudes and visibly different bands.

**A:** Consider surface electrons on Cu(111), patterned by repulsive adsorbed molecules. I take rough values: a = 20 Å, m = 0.40 electron masses and |V| = 0.040 eV. Then K = 4π/(3 × 20 Å) = 0.2094 Å⁻¹ and E₀ = 0.01535 hartree = 0.4178 eV.

Put scatterers of strengths u₀, u₁, u₂ on the three threefold points. With the origin at the first,

V_n = |V|[u₀ + u₁exp(−2πi/3) + u₂exp(−4πi/3)].

One scatterer, (1, 0, 0), gives Φ = 0. Two equal ones, (1, 1, 0), give |V|exp(−iπ/3), hence Φ = −π, equivalent to π. Two unequal ones, (1.155, 0, 0.577), which stand for (2/√3, 0, 1/√3), give |V|exp(iπ/6), hence Φ = π/2. I drop the uniform mean potential and first keep just the first shell. Every nonzero Fourier magnitude is then the same in all three patterns.

For one scatterer the first-order levels are 0.4178 − 0.040 = 0.3778 eV, twice, and 0.4178 + 0.080 = 0.4978 eV. The second-order formula lowers the singlet to

0.4978 − 0.0016/0.4178 − (2/3)(0.0016/0.4178) = 0.4914 eV.

The many-wave K levels, in eV, are:

one scatterer: 0.375, 0.375, 0.491;
two unequal: 0.344, 0.417, 0.482;
two equal: 0.332, 0.455, 0.455.

The M gaps are 0.070, 0.080 and 0.090 eV in the same order.

**Q:** So two equal scatterers open a band gap of 0.12 eV?

**A:** No. That is the splitting at K. A gap requires the bottom of band 2 to lie above the top of band 1 over the whole zone. This separation is −0.035 eV for one scatterer, where the bands overlap, 0.003 eV for two unequal and 0.019 eV for two equal. The three first-shell potentials have the same magnitudes, so the difference comes from the phase alone. The magnitude still matters: for a much weaker potential the bands overlap at every Φ, because the free energy at M is E₀/4 below that at K.

**Q:** Would that gap survive on a real surface?

**A:** I would not rely on it. Point-like scatterers have a second Fourier shell as strong, per scatterer, as the first. Including it changes the separations to −0.040, −0.012 and −0.0002 eV, so neither gap remains. The last figure needs a large enough basis: plane waves with |k + G| < 4K give −0.0008 eV, while cutoffs from 5K to 11K all give −0.0002 eV. This is no longer a comparison at equal magnitudes, because the second-shell strength follows the sum u₀ + u₁ + u₂. The value −0.0002 eV is too close to zero to settle the case of two equal scatterers: smooth, broad scatterers weaken the second shell and can leave a small gap, while the higher shells of point-like ones, left out here, increase the overlap.

The order of the K levels is sturdier. With the second shell, one scatterer still has its doublet below the singlet, by 0.105 eV, and two equal scatterers have it above, by 0.102 eV. A rough lifetime width of 0.02 eV, meant for a clean surface, is smaller than these splittings but comparable with the 0.019 eV gap. The molecules add scattering, and a width above about 0.1 eV would blur the splittings too. The thermal width at 4 K, 3.5k_BT, is about 0.001 eV. A mass 10 % larger lowers E₀ by 0.038 eV but changes the two-equal splitting by just 0.0003 eV in the first-shell model. The gap is more sensitive: it grows by about 0.01 eV.

The value of |V| is the least certain input, since it depends on the molecule and its binding site. Reducing it by a quarter closes the first-shell gap for two equal scatterers, though the K splitting remains. The numerical output gives the levels in full; they are results of this model, not measurements.

**Q:** Then I should keep |V_G| for an isolated two-wave gap at leading order, and ask for Φ when three waves meet.

**A:** Yes, provided the three are coupled in a closed triangle. If any one of V₁, V₂, V₃ vanishes, the cos Φ term disappears from the cubic, and the three-wave levels depend on magnitudes alone.

Calculated quantities

```
lattice constant: 20.0 angstrom; mass: 0.40 m_e
|V| first shell: 0.040 eV
K length: 0.2094 1/angstrom
E_0 at K: 0.4178 eV = 0.01535 hartree
E_M free energy at M: 0.3134 eV
E_0 relative to Fermi level (rough): -0.032 eV
error ratio on halving |V| (cubic law: 8): 8.02
origin shift, change of single phases: 0.861  1.828  -2.689 rad
origin shift, change of Phi below 1e-10 rad: True
peak densities at threefold points (mean 1): 3.005  3.000  2.995
[one scatterer] strengths: 1.000  0.000  0.000
  Phi: 0.0 deg; |V_G|: 0.0400 eV
  K levels, first order (eV): 0.3778  0.3778  0.4978
  K levels, second order (eV): 0.3753  0.3753  0.4914
  K levels, full (eV): 0.3754  0.3754  0.4913
  K splittings, full (eV): 0.0000  0.1159
  K levels with second shell (eV): 0.3757  0.3757  0.4808
  M gap, formula: 0.0698 eV; full: 0.0696 eV
  band 2 bottom - band 1 top: -0.0346 eV
  same with second shell: -0.0397 eV
[two unequal] strengths: 1.155  0.000  0.577
  Phi: 90.0 deg; |V_G|: 0.0400 eV
  K levels, first order (eV): 0.3485  0.4178  0.4871
  K levels, second order (eV): 0.3434  0.4165  0.4820
  K levels, full (eV): 0.3436  0.4165  0.4818
  K splittings, full (eV): 0.0729  0.0653
  K levels with second shell (eV): 0.3447  0.4066  0.4617
  M gap, formula: 0.0800 eV; full: 0.0803 eV
  band 2 bottom - band 1 top: 0.0026 eV
  same with second shell: -0.0122 eV
[two equal] strengths: 1.000  1.000  0.000
  Phi: 180.0 deg; |V_G|: 0.0400 eV
  K levels, first order (eV): 0.3378  0.4578  0.4578
  K levels, second order (eV): 0.3314  0.4553  0.4553
  K levels, full (eV): 0.3316  0.4551  0.4551
  K splittings, full (eV): 0.1235  0.0000
  K levels with second shell (eV): 0.3331  0.4353  0.4353
  M gap, formula: 0.0902 eV; full: 0.0898 eV
  band 2 bottom - band 1 top: 0.0193 eV
  same with second shell: -0.0008 eV
largest K-level shift, cutoff 6K to 8K: 8.8e-07 eV
largest separation shift, mesh 18 to 30: 3.6e-15 eV
lifetime width (rough input): 0.020 eV
thermal width 3.5 kT at 4 K: 0.00121 eV
mass +10 %: change of E_0: -0.0380 eV
mass +10 %: change of two-equal K splitting: 0.00031 eV
```
